# The wavelength of step meandering under one-sided attachment, part 2

A regular train of atomic steps grows from a deposition flux and is unstable against meandering. The wavelength $\lambda$ that grows fastest in linear theory is to be found; for long waves the claim is

$$
\lambda=4\pi\sqrt{\frac{D\,c_{\rm eq}\,G}{F L}},\qquad \lambda\gg L .
\tag{1}
$$

The surface descends towards $+z$, and a step lies along $z=\zeta(x,t)$. Primes on $\zeta$ and on the curvature $\kappa=-\zeta''$ denote $\partial/\partial x$; $\kappa>0$ where the step bulges onto its lower terrace. $F$ counts atoms per area and time, so $\Omega F$ is in layers per time. The adatom density $c$ obeys $D\nabla^2c+F=0$ in the quasi-static approximation, which drops $\partial c/\partial t$ and the effects of step motion on the density. Adatoms attach instantaneously from the lower terrace, where

$$
c=c_{\rm eq}(1+G\kappa)\quad\text{at step }n,\qquad G=\frac{\Omega\tilde\gamma}{kT},
\tag{3}
$$

with step stiffness $\tilde\gamma$ and thermal energy $kT$. None cross the descending edge: $\partial c/\partial n=0$ there, with the normal pointing towards $+z$. The normal velocity of a step is $v_n$. For straight steps, with $z$ measured from the upper step,

$$
c_0(z)=c_{\rm eq}+\frac FD\left(Lz-\frac{z^2}{2}\right),\qquad V=\Omega D\,c_0'(0)=\Omega FL .
\tag{6}
$$

A small deformation $\propto e^{iqx+in\phi+\omega t}$ of step $n$, with phase shift $\phi$ between neighbours, has the rate

$$
\omega=\Omega F\left[\xi\tanh \xi-1+\frac{e^{i\phi}}{\cosh \xi}\right]-\Omega D\,c_{\rm eq}G\,q^3\tanh \xi .
\tag{13}
$$

Its real part is largest for $\phi=0$:

$$
{\rm Re}\,\omega(\phi)={\rm Re}\,\omega(0)-\Omega F\,\frac{1-\cos\phi}{\cosh \xi}.
\tag{14}
$$

With instantaneous attachment from both sides, the in-phase rate is instead

$$
\omega_{\rm two\text{-}sided}=-2\,\Omega D\,c_{\rm eq}G\,q^3\tanh\frac \xi2 .
\tag{15}
$$

The "curved-edge" solver treats the quasi-static problem numerically, without expanding in the amplitude.

## The preferred wavelength and its range of validity

The steps are separated by terraces of width $L$ and meander with wavenumber $q$, and $\xi=qL$. The site area is $\Omega$, the flux $F$, the diffusion coefficient $D$, the equilibrium adatom density $c_{\rm eq}$ and the capillary length $G$. The first half showed that the in-phase deformation grows fastest. Its rate, equation (13) with $\phi=0$, depends on a single parameter $B$ when measured in units of $\Omega F$:

$$
f(\xi)=\frac{\omega}{\Omega F}=\xi\tanh \xi-1+\frac1{\cosh \xi}-B\,\xi^3\tanh \xi,\qquad B=\frac{D\,c_{\rm eq}G}{FL^3}.
\tag{16}
$$

The capillary term follows from $q^3=\xi^3/L^3$. The parameter $B$ compares capillary smoothing with the supply of atoms on the scale of one terrace.

For long waves, $\xi\ll1$, the functions are expanded as

$$
\tanh \xi=\xi-\frac{\xi^3}{3}+\frac{2\xi^5}{15}-\frac{17\xi^7}{315}+\dots,\qquad
\frac1{\cosh \xi}=1-\frac{\xi^2}{2}+\frac{5\xi^4}{24}-\frac{61\xi^6}{720}+\frac{277\xi^8}{8064}-\dots
$$

In the flux part the constants cancel. The coefficient of $\xi^2$ is $1-\frac12=\frac12$, that of $\xi^4$ is $-\frac13+\frac5{24}=-\frac18$, that of $\xi^6$ is $\frac2{15}-\frac{61}{720}=\frac7{144}$, and that of $\xi^8$ is $-\frac{17}{315}+\frac{277}{8064}=-\frac{113}{5760}$. Together with the capillary part,

$$
f=\frac{\xi^2}{2}-\left(B+\frac18\right)\xi^4+\left(\frac B3+\frac7{144}\right)\xi^6-\left(\frac{2B}{15}+\frac{113}{5760}\right)\xi^8+\dots
\tag{17}
$$

If $B\gg1$, the first two terms balance at $\xi^2$ of order $1/B$. Then $\xi^2/2$ and $B\xi^4$ are both of order $1/B$, while $\xi^4/8$ and $B\xi^6/3$ are of order $1/B^2$. To leading order $f=\xi^2/2-B\xi^4$, or in the original quantities

$$
\omega=\Omega\left[\frac{FL^2}{2}\,q^2-D\,c_{\rm eq}GL\,q^4\right].
\tag{18}
$$

The derivative $\xi-4B\xi^3$ vanishes at $\xi^2=1/(4B)$. Hence

$$
q^2=\frac{1}{4BL^2}=\frac{FL}{4D\,c_{\rm eq}G},\qquad
\lambda=\frac{2\pi}{q}=4\pi\sqrt{\frac{D\,c_{\rm eq}G}{FL}},
\tag{19}
$$

which is the wavelength stated in (1). It can also be written as $\lambda=4\pi L\sqrt B$, so large $B$ and $\lambda\gg L$ are the same condition. The peak rate is $f=1/(8B)-1/(16B)=1/(16B)$, which means that $16B$ layers must be deposited for the amplitude to grow by a factor $e$. The rate vanishes at $\xi^2=1/(2B)$, so the neutral wavelength, below which meanders decay, is $\lambda/\sqrt2$.

Equation (18) can be obtained a second time from a balance of currents, which shows where its two terms come from. In a long meander the density at distance $s=z-\zeta$ from the step is nearly that of a straight step with a shifted boundary value,

$$
c\approx c_{\rm eq}(1+G\kappa)+\frac FD\left(Ls-\frac{s^2}{2}\right).
$$

At fixed $z$ a change of $x$ changes $s$ by $-\zeta'\,dx$, so $\partial c/\partial x=c_{\rm eq}G\kappa'-(F/D)(L-s)\zeta'$. The total current along the terrace is $-D$ times the integral of this over $0<s<L$:

$$
J=\frac{FL^2}{2}\,\zeta'-D\,c_{\rm eq}GL\,\kappa' .
\tag{20}
$$

The first term runs towards the places where the step is furthest forward. At a given $z$, the point in front of a bulge is closer to the step and has a lower density than the point in front of a hollow, and adatoms diffuse from high to low density. The second term runs from high to low curvature, away from the bulges. Since nothing leaves through the descending edge, the step receives $FL-\partial J/\partial x$ atoms per length and time, and

$$
\frac{\partial\zeta}{\partial t}=\Omega FL-\frac{\Omega FL^2}{2}\,\zeta''-\Omega D\,c_{\rm eq}GL\,\zeta'''' ,
$$

where $\kappa=-\zeta''$ was used. For $\zeta\propto e^{iqx}$ the second derivative gives $-q^2$ and the fourth $q^4$, which reproduces (18). The factor $\frac12$ in the flux term is the integral of $L-s$ over the terrace, divided by $L^2$.

The preference for the wavelength (19) is not sharp at first. The second derivative of $\xi^2/2-B\xi^4$ is $1-12B\xi^2$, which equals $-2$ at the maximum. A nearby wavenumber $q+\delta q$ therefore grows at a rate lower by $\Omega FL^2\,\delta q^2$. If all wavenumbers start with equal amplitudes, then after $N$ factors of $e$ at the peak, that is after $\Omega Ft=16BN$ layers, the spectrum is proportional to $\exp(-16BNL^2\delta q^2)$. It has fallen by a factor $e$ at $\delta q=1/(4L\sqrt{BN})$. Relative to $q=1/(2L\sqrt B)$ this is

$$
\frac{\delta q}{q}=\frac{1}{2\sqrt N}.
\tag{21}
$$

The parabola holds only close to the maximum, so (21) requires $N\gg1$. After nine factors of $e$ the half-width is about one sixth of the preferred wavenumber. After a single factor (21) is no guide: waves with $q\to0$ have not grown at all, yet they lie only a factor $e$ below the peak. A well-defined wavelength thus needs many factors of growth while the amplitude is still small enough for the linear theory, that is while the slope $\zeta'$ stays well below one. That many may not be available. For the example below, a rough estimate that starts from the thermal roughness of non-interacting steps reaches a slope of 0.5, where the meander is no longer sinusoidal, after about five factors of $e$, when the half-width is still above a fifth of $q$.

The accuracy of (19) at finite $B$ follows from the next terms of (17). With $u=\xi^2$, the condition $f'(\xi)/\xi=0$ reads

$$
1-4Bu-\frac u2+2Bu^2+\frac{7}{24}u^2-\frac{16}{15}Bu^3+O(B^{-3})=0 .
$$

Set $u=(1+\delta)/(4B)$. To order $1/B$, the term $-u/2$ contributes $-1/(8B)$ and the term $2Bu^2$ contributes $+1/(8B)$. They cancel, so $\delta$ has no part of order $1/B$. At order $1/B^2$ what remains is

$$
\delta=\frac{7}{384B^2}-\frac{1}{60B^2}=\frac{1}{640B^2}.
$$

Since the wavelength is proportional to $u^{-1/2}$,

$$
\lambda_{\rm full}=\lambda\left[1-\frac{1}{1280B^2}+O(B^{-3})\right],
\tag{22}
$$

where $\lambda_{\rm full}$ belongs to the maximum of (16). A numerical maximization at $B=100$ gives the coefficient $7.805\times10^{-4}$, against $1/1280=7.813\times10^{-4}$.

The rate and the neutral wavelength have no such cancellation. At the maximum a small shift of $\xi$ does not matter to first order, so the correction to the peak rate is $-\xi^4/8+B\xi^6/3$ at $\xi^2=1/(4B)$. This equals $-1/(128B^2)+1/(192B^2)=-1/(384B^2)$, a relative change of $-1/(24B)$. For the neutral point put $u=(1+\eta)/(2B)$ into $\frac12-(B+\frac18)u+\frac B3u^2=0$. This gives $-\eta/2-1/(16B)+1/(12B)=0$, hence $\eta=1/(24B)$, and the neutral wavelength is shortened by the fraction $1/(48B)$.

In the opposite limit, $B\ll1$, the maximum lies at $\xi\gg1$, where $\tanh \xi\to1$ and $1/\cosh \xi\to0$. Then $f\approx \xi-1-B\xi^3$, with its maximum at $\xi^2=1/(3B)$. The deformation of the next step is too far away to be felt, and the phase $\phi$ drops out. Its distance still matters, because it sets the gradient $FL/D$ at the step, and the wavelength still scales as $L^{-1/2}$. Comparison with $\xi^2=1/(4B)$ gives

$$
\frac{\lambda_{\rm full}}{\lambda}\to\frac{\sqrt3}{2}\approx0.866 .
\tag{23}
$$

Between the limits, numerical maximization gives the ratio 0.997 at $B=0.5$, where $\lambda=8.9L$; 0.964 at $B=0.1$, where $\lambda=4.0L$; and 0.869 at $B=0.01$. On a grid covering the three decades upward from $B=0.01$, the ratio rises steadily with $B$. Formula (1) thus remains a fair estimate of this model's preferred wavelength even where its derivation no longer applies, but for short waves it is too long by up to about 15 per cent.

As an example take round model parameters that stand for no particular material: $\Omega=0.0625\ \mathrm{nm^2}$, $L=10\ \mathrm{nm}$, $D=10^6\ \mathrm{nm^2/s}$, $G=0.4\ \mathrm{nm}$, an equilibrium coverage $\Omega c_{\rm eq}=10^{-4}$ and a deposition rate $\Omega F=0.02$ layers per second. Division by $\Omega$ gives $c_{\rm eq}=1.6\times10^{-3}\ \mathrm{nm^{-2}}$ and $F=0.32\ \mathrm{nm^{-2}\,s^{-1}}$. At 600 K, where $kT=51.7$ meV, the capillary length corresponds to a stiffness $\tilde\gamma=GkT/\Omega=0.4\times51.7/0.0625=331$ meV/nm. The steps advance at $V=0.02\times10=0.2$ nm/s. With $D\,c_{\rm eq}G=640\ \mathrm{nm/s}$,

$$
B=\frac{640}{0.32\times10^3}=2,\qquad
\lambda=4\pi\sqrt{\frac{640}{0.32\times10}}\ \mathrm{nm}=4\pi\sqrt{200}\ \mathrm{nm}=177.7\ \mathrm{nm}.
$$

This is about 18 terrace widths. The maximum of (16) and the solution with curved edges both give 177.7 nm as well. The leading-order neutral wavelength is $177.7/\sqrt2=125.7$ nm, and the full relation gives 124.4 nm, a reduction of 1 per cent in accord with $1/(48B)$. The peak rate is $1/32=0.0313$ in units of $\Omega F$ to leading order and 0.0306 in full, lower by 2 per cent as $1/(24B)$ requires. One factor of $e$ takes 32.65 layers, or $32.65/0.02\approx1630$ s.

At the same wavenumber a phase shift of $\pi/2$ between neighbouring steps changes the rate from $+0.031$ to $-0.910$, and a shift of $\pi$ to $-1.851$. Large phase shifts between neighbouring steps thus die out much faster than the in-phase meander grows. Small ones, for which $1-\cos\phi$ in (14) is below about 0.03, still grow, only more slowly than the in-phase mode. With attachment from both sides the in-phase rate is $-0.031$: the meander that would have grown now decays.

The quasi-static approximation was examined by solving the linear problem with the neglected terms restored. In the frame of the moving steps the density then obeys $\partial c/\partial t=D\nabla^2c+V\,\partial c/\partial z+F$, the step collects $v_n/\Omega=D\,\partial c/\partial n+v_nc$, and at the descending edge $D\,\partial c/\partial n+v_nc=0$. In the example $\Omega FL^2/D=2\times10^{-6}$ and the equilibrium coverage is $10^{-4}$. The preferred wavelength changes by about $10^{-4}$ of its quasi-static value. In a second case with the same $B$, but with $\Omega FL^2/D=0.02$ and a coverage of 0.05, it changes by 5.5 per cent. Both numbers were raised together, so this case does not separate their effects. Within this model, formula (1) can be relied on when the adatom gas is dilute and the steps are slow, provided the wavelength is long.

The remaining assumptions limit the result in other ways. The highest density on the straight terrace exceeds $c_{\rm eq}$ by the fraction $FL^2/(2Dc_{\rm eq})$, here 0.01. So low a supersaturation favours growth at the steps over the nucleation of islands, but the model contains no nucleation rate and cannot say where that process sets in. Diffusion along the step edge would add a further current to (20), and a finite barrier at the descending edge would let part of the flux reach the step from above. In either case the balance that leads to (19) has to be drawn up again. Desorption can be neglected only if the diffusion length $x_s$ before desorption obeys $x_s^2\gg 2D\,c_{\rm eq}G/(FL)$, which for long waves is stricter than $x_s\gg L$: it turns $q^4$ in (18) into about $q^2(q^2+1/x_s^2)$, with $F$ read as the net flux. In the example, $x_s=5L$ lengthens the wavelength by about 10 per cent and $x_s=2L$ removes the instability. Nor does the linear theory tell what becomes of the meander once its amplitude is no longer small. The numerical output below lists the values of the worked example, of the comparison across $B$ and of the quasi-static test.

## Values computed for the example and the checks

```
site area = 0.0625 nm^2
terrace width L = 10.0 nm
deposition rate site_area*F = 0.020 layers/s
flux F = 0.320 nm^-2 s^-1
diffusion coefficient D = 1.0e+06 nm^2/s
equilibrium coverage site_area*ceq = 1.0e-04
equilibrium density ceq = 1.60e-03 nm^-2
capillary length G = 0.40 nm
temperature = 600 K, kT = 51.70 meV
step stiffness = 330.9 meV/nm
step velocity = 0.200 nm/s
B = D ceq G/(F L^3) = 2.0000
site_area F L^2/D = 2.00e-06
largest supersaturation F L^2/(2 D ceq) = 0.0100
wavelength, simple formula = 177.72 nm
wavelength, full dispersion = 177.68 nm
wavelength, curved-edge solver = 177.68 nm
wavelength / terrace width = 17.77
q L at optimum = 0.3536
neutral wavelength, long-wave = 125.66 nm
neutral wavelength, full = 124.38 nm
peak rate/(site_area F), long-wave = 0.03125
peak rate/(site_area F), full = 0.03063
peak rate/(site_area F), solver = 0.03063
e-fold time, full = 1632.5 s
layers per e-fold, full = 32.65
solver rate/(site_area F), phase 0 = 0.03063
solver rate/(site_area F), phase pi/2 = -0.90995
solver rate/(site_area F), phase pi = -1.85053
two-sided rate/(site_area F), same q = -0.03095
B = 100: full/simple wavelength = 0.9999999
B = 2: full/simple wavelength = 0.9998136
B = 0.5: full/simple wavelength = 0.9973867
B = 0.1: full/simple wavelength = 0.9641481
B = 0.05: full/simple wavelength = 0.9244470
B = 0.01: full/simple wavelength = 0.8687119
B = 0.0001: full/simple wavelength = 0.8660254
B = 0.05, solver/simple wavelength = 0.92444
(1 - ratio) B^2 at B = 100: 7.8051e-04
1/1280 = 7.8125e-04, sqrt(3)/2 = 0.8660254
largest scaled error of dispersion relation = 1.0e-05
quasi-static wavelength error, example = 9.7e-05
fast case: site_area F L^2/D = 0.02, coverage = 0.05
quasi-static wavelength error, fast case = 5.5e-02
```
